B88 exchange for the hydrogen atom and hydrogenic ions

**Problem**

One electron is bound in the 1s ground state of a fixed point nucleus of charge Z. Treat it nonrelativistically. In atomic units its density is

n(r) = (Z³/π) e^(−2Zr).

The B88 exchange functional is

E_B88 = −Σ_σ ∫ n_σ^(4/3) B(x_σ) d³r,

B(x) = C + βx² / (1 + 6βx asinh x),

x_σ = |∇n_σ| / n_σ^(4/3),

with C = (3/2)(3/(4π))^(1/3) and β = 0.0042. The sum runs over the two spin directions.

(a) Find the exact exchange energy as a function of Z.

(b) Reduce E_B88 to a one-dimensional integral and show that E_B88/E_exact does not depend on Z.

(c) Evaluate E_B88 for hydrogen by radial quadrature, and find the ratio.

(d) Compare the B88 and exact energies per electron at each radius. Where does the error in the total come from?

(e) What happens if the density is divided equally between the two spins?

The algebra is in atomic units. Numerical energies are in eV and lengths in angstrom, with the main results also in hartree; 1 hartree = 27.2114 eV.

**Solution**

**(a) Exact exchange**

For occupied spin orbitals φ_iσ, the exchange energy is

E_exact = −½ Σ_σ Σ_ij ∬ φ_iσ*(r) φ_jσ(r) φ_jσ*(r′) φ_iσ(r′) / |r − r′| d³r d³r′.

Here a single orbital φ is occupied, so i = j and the integrand contains |φ(r)|² |φ(r′)|² = n(r) n(r′). Therefore

E_exact = −U, U = ½ ∬ n(r) n(r′) / |r − r′| d³r d³r′.

U is the Hartree energy. One electron does not repel itself, and exact exchange removes this spurious term completely.

To find U, first compute the Hartree potential v(r) of the spherical density. Charge inside radius r acts as if it were at the center, and a shell of radius q > r contributes its charge divided by q:

v(r) = Q(r)/r + ∫_r^∞ 4πq n(q) dq, Q(r) = ∫_0^r 4πq² n(q) dq.

With 4πn(q) = 4Z³e^(−2Zq), integration by parts gives

Q(r) = 1 − (1 + 2Zr + 2Z²r²) e^(−2Zr),

∫_r^∞ 4πq n(q) dq = (Z + 2Z²r) e^(−2Zr).

Put both over the common denominator r. The second integral becomes (Zr + 2Z²r²)e^(−2Zr)/r. The quadratic terms cancel, and 2Zr − Zr = Zr remains:

v(r) = [1 − (1 + Zr) e^(−2Zr)] / r.

Now U = ½ ∫ 4πr² n v dr. Since ½ · 4πn = 2Z³e^(−2Zr), and one factor r cancels the denominator of v,

U = 2Z³ ∫_0^∞ r [e^(−2Zr) − (1 + Zr) e^(−4Zr)] dr.

Set s = Zr, so that r dr = s ds/Z²:

U = 2Z ∫_0^∞ [s e^(−2s) − s e^(−4s) − s² e^(−4s)] ds.

The integral ∫_0^∞ s^k e^(−as) ds = k!/a^(k+1) gives 1/4, 1/16 and 2/64 for the three terms. Hence

U = 2Z (1/4 − 1/16 − 1/32) = 2Z · 5/32 = 5Z/16,

E_exact = −5Z/16.

**(b) Reduction of B88 and the constant ratio**

Choose the spin axis along the electron's spin. Then n_↑ = n and n_↓ = 0. The empty channel contributes nothing, although x_↓ is formally undefined. To see this, put n_↓ = εn and let ε → 0. The C term varies as ε^(4/3). In the gradient term x_↓ grows as ε^(−1/3), and for large x the fraction in B grows no faster than x, so this term vanishes at least as fast as ε^(4/3) ε^(−1/3) = ε.

For the occupied channel, differentiating the exponential gives |∇n| = 2Zn. Thus

x = 2Zn / n^(4/3) = 2Z n^(−1/3).

Because n^(−1/3) = π^(1/3) Z^(−1) e^(2Zr/3), the factors of Z in front cancel:

x = 2π^(1/3) e^(2s/3), s = Zr.

The remaining factors in the energy are

n^(4/3) = Z⁴ π^(−4/3) e^(−8s/3), 4πr² dr = 4π s² ds / Z³.

Their product is 4π^(−1/3) Z s² e^(−8s/3) ds, so

E_B88(Z) = −4π^(−1/3) Z ∫_0^∞ s² e^(−8s/3) B(x(s)) ds.

The integral contains no Z. Therefore E_B88(Z) = Z E_B88(1). The exact energy is also proportional to Z, and

E_B88(Z)/E_exact(Z) = E_B88(1)/(−5/16)

for every Z, as was to be shown.

The reason is more general than the exponential density. Compress any density uniformly, n_γ(r) = γ³n(γr). Its gradient carries a factor γ⁴, as does n_γ^(4/3), so x takes the same value at corresponding points. The volume element supplies γ^(−3), and E_B88 is multiplied by γ⁴γ^(−3) = γ. In U the two densities supply γ⁶, the two volume elements γ^(−6), and the inverse distance γ. Both energies therefore scale by γ. The density of the ion is the hydrogen density compressed with γ = Z.

This result says that the ratio is constant; it does not say that the ratio is close to one. The argument also needs densities that are scaled copies of one another. Relativistic densities of heavy ions are not such copies. Nor, in general, are densities found self-consistently with B88: kinetic and nuclear attraction energies scale as Z² under this compression, while the uncancelled part of the self-repulsion scales as Z, so their balance changes with Z.

**(c) Radial quadrature for hydrogen**

Split B into its C term and its gradient term. For the first,

∫_0^∞ s² e^(−8s/3) ds = 2 (3/8)³ = 27/256,

and multiplication by −4π^(−1/3) CZ gives

E_local = −(27/64) C π^(−1/3) Z.

For the second, write g = 1/(1 + 6βx asinh x). Since x² = 4π^(2/3) e^(4s/3), the exponentials combine to e^(−8s/3 + 4s/3) = e^(−4s/3), and

E_grad = −16βπ^(1/3) Z ∫_0^∞ s² e^(−4s/3) g ds.

Let u = 4s/3. Then s² ds = (27/64) u² du, and 16 · 27/64 = 27/4:

E_grad = −(27/4) βπ^(1/3) Z ∫_0^∞ u² e^(−u) g(u) du,

x = 2π^(1/3) e^(u/2).

The last line follows from 2s/3 = u/2.

The weight u²e^(−u) suits generalized Gauss–Laguerre quadrature:

∫_0^∞ u² e^(−u) g(u) du ≈ Σ_i w_i g(u_i).

The six-point rule uses the zeros of the generalized Laguerre polynomial L_6^(2)(u) as nodes. Its weights are fixed by requiring exact integration of polynomials g up to degree five; this choice of nodes extends the exactness to degree eleven. Our g is not a polynomial, so the accuracy has to be checked.

Now set Z = 1. The constants are C = 0.930526 and 2π^(1/3) = 2.92918, hence π^(1/3) = 1.46459. The local part is

E_local = −(27/64)(0.930526/1.46459)(27.2114 eV) = −7.2937 eV.

The prefactor of the u integral is

−(27/4)(0.0042)(1.46459)(27.2114 eV) = −1.12985 eV.

At the first node, u = 0.889941, so x = 2.92918 e^(0.44497) = 4.5708. Then 6βx asinh x = 0.25624 and g = 1/1.25624 = 0.79603. Its contribution is

(−1.12985 eV)(0.384354)(0.796026) = −0.34568 eV.

All six nodes are treated in the same way. The columns are u, w, g and the contribution in eV:

0.88994 | 0.384354 | 0.796026 | −0.34568
2.43314 | 0.997127 | 0.573305 | −0.64589
4.76620 | 0.536086 | 0.231419 | −0.14017
8.04825 | 0.079540 | 0.040140 | −0.00361
12.60041 | 0.002880 | 0.003073 | −0.00001
19.26204 | 0.000013 | 0.000078 | −0.00000

The sum is −1.1354 eV. The six-node energy is therefore

E_B88 ≈ −7.29367 − 1.13536 = −8.42903 eV.

A converged integration gives −8.4289 eV. The six-node value is lower by 0.00015 eV, too little to affect the fourth decimal in hartree. Thus

E_B88 = −8.4289 eV = −0.3098 hartree,

E_exact = −8.5036 eV = −0.3125 hartree,

E_B88/E_exact = 0.9912.

B88 exchange is too weak by 0.0747 eV, or 0.88% of the exact magnitude. This is also the self-repulsion left over, U + E_B88. By part (b) it grows in proportion to Z, while the percentage stays fixed.

The local part alone gives a ratio of 0.8577. It misses 1.2099 eV of exchange, of which the gradient part restores 1.1352 eV.

For the ions, the functional was also evaluated directly from each density on one radial grid that was not rescaled with Z. The columns are Z, E_B88 in eV, E_exact in eV and their ratio:

1 | −8.4289 | −8.5036 | 0.9912
2 | −16.8578 | −17.0071 | 0.9912
7 | −59.0021 | −59.5249 | 0.9912
26 | −219.1508 | −221.0925 | 0.9912

These are energies of the nonrelativistic model, including the entry for Z = 26. The numerical check accompanying this solution compares them with the one-dimensional formula.

**(d) Where the error comes from**

Write each exchange energy as ∫ n e d³r, where e(r) is an energy per electron. The natural choices here are

e_B88 = −n^(1/3) B(x), e_exact = −v/2.

This comparison depends on a convention. A function whose volume integral vanishes can be added to n e without changing the total energy, so the local differences below belong to these two choices of e.

At the nucleus, expand v for small s = Zr:

1 − (1 + s)(1 − 2s + …) = s + …

Thus v(0) = Z and e_exact(0) = −Z/2. For hydrogen this is −13.61 eV, whereas e_B88(0) = −17.88 eV. B88 is too deep there.

Far from the nucleus x is large. Then asinh x → ln(2x), the 1 in the denominator of B becomes negligible, and

βx² / (1 + 6βx asinh x) → x / (6 ln 2x).

The C term in e_B88 is −C n^(1/3), which decays exponentially. In the gradient term use n^(1/3) x = 2Z:

e_B88 → −2Z / (6 ln 2x) = −Z / (3 ln 2x).

From x = 2π^(1/3)e^(2Zr/3),

ln 2x = L + 2Zr/3, L = ln(4π^(1/3)) = 1.768.

It follows that

e_B88 → −Z / (2Zr + 3L) = −1 / (2r + 3L/Z).

The exact energy per electron tends to −1/(2r), apart from exponentially small terms. B88 has the correct leading behavior, and the factor 6 in its denominator is what produces the coefficient 1/2. The approach is slow: the relative shortfall is 3L/(2Zr + 3L), which falls to 10% when 2Zr = 27L, or Zr ≈ 24. Almost no density remains at that distance.

B88 is thus too deep near the nucleus and too shallow far away. For hydrogen the two curves cross at r = 0.493 Å, the one crossing found in a scan from Zr = 0.01 to 30. Weighting the difference e_B88 − e_exact by the density and integrating on each side gives

inside the crossing: −0.2080 eV,

outside the crossing: +0.2827 eV,

sum: +0.0747 eV.

The sum is the error found in part (c). With these energy densities, the small total error is the remainder of two larger errors of opposite sign. The sizes of the two parts are not fixed by the functional. Adding −0.006∇²n (atomic units), whose volume integral vanishes, to n e_B88 shrinks the negative and positive parts to about −0.05 and +0.12 eV and leaves their sum unchanged. For another Z the crossing radius is divided by Z and each contribution is multiplied by Z, so the same fraction cancels.

**(e) Equal division between the spins**

Suppose n_↑ = n_↓ = n/2. The prefactors of the two channels add to

2 (n/2)^(4/3) = 2^(−1/3) n^(4/3),

and the reduced gradient of each channel becomes

x_σ = (2Z · n/2) / (n/2)^(4/3) = 2^(1/3) x.

The local part is multiplied by 2^(−1/3) = 0.794. The gradient part changes differently because x has also changed. For hydrogen the result is

E_B88(equal spins) = −7.0429 eV,

which is 0.828 of the exact exchange energy of the atom. The atom has one electron in one spin orbital, so along the electron's own spin axis the spin densities are n and 0, and these are the densities the functional must be given. The same state, resolved along an axis perpendicular to the spin, does have n_↑ = n_↓ = n/2, but its spin density matrix then also has an off-diagonal element of size n/2. The B88 formula uses only n_↑ and n_↓ and ignores that element, while the exact exchange energy stays −5Z/16 whatever axis is chosen. To see this, the formula in (a), written for orbitals of pure spin along the axis, must be extended to all four spin blocks ↑↑, ↓↓, ↑↓ and ↓↑. On the perpendicular axis each block contributes a quarter of −U. The two same-spin blocks alone would give only −U/2.

Here too Z cancels from the reduced gradient, and the energy remains proportional to Z. A constant ratio along the series of ions is therefore no evidence that the spin densities were assigned correctly. The value of the ratio reveals the difference: 0.828 for equal spins and 0.991 for the fully polarized atom.

Calculated quantities

```
B88 constant C (dimensionless): 0.930526
B88 constant beta (dimensionless): 0.0042
x at the nucleus (dimensionless): 2.92918
Local part, Z=1: -7.29367 eV
Prefactor of the u integral: -1.129849 eV
Integral of u^2 exp(-u) g (dimensionless): 1.004742
Gradient part, Z=1: -1.13521 eV
Six nodes: u, weight, x, g (dimensionless), r (angstrom), part (eV)
  0.889941 3.843538e-01 4.57083 0.796026 0.35320 -0.345684
  2.433144 9.971275e-01 9.88774 0.573305 0.96567 -0.645888
  4.766204 5.360862e-01 31.74787 0.231419 1.89162 -0.140170
  8.048255 7.953953e-02 163.83358 0.040140 3.19421 -0.003607
  12.600414 2.879549e-03 1595.48133 0.003073 5.00089 -0.000010
  19.262043 1.344527e-05 44611.41676 0.000078 7.64478 -0.000000
Six-node gradient part: -1.13536 eV
Six-node total: -8.42903 eV
Six-node total minus converged: -1.52e-04 eV
B88 exchange, Z=1: -8.42888 eV = -0.309756 hartree
Exact exchange, Z=1: -8.50356 eV = -0.312500 hartree
B88 minus exact, Z=1: 0.07468 eV
Ratio B88/exact (dimensionless): 0.991218
Ratio local part/exact (dimensionless): 0.857720
Ions, library B88: Z, B88 (eV), exact (eV), ratio
  1 -8.4289 -8.5036 0.991218
  2 -16.8578 -17.0071 0.991218
  7 -59.0021 -59.5249 0.991218
  26 -219.1508 -221.0925 0.991218
Wrong equal-spin B88 energy, Z=1: -7.04292 eV
Wrong equal-spin ratio (dimensionless): 0.828233
B88 energy per electron at nucleus: -17.8799 eV
Exact one at nucleus: -13.6057 eV
Crossing radius, Z=1: 0.4932 angstrom
Error from inside the crossing: -0.20798 eV
Error from outside the crossing: 0.28265 eV
Tail constant L (dimensionless): 1.76787
```
